# Heat fluxes differing by a time derivative and the Green-Kubo conductivity

The heat current in a crystal is computed from energies assigned to atoms, but only the total energy is fixed by the mechanics. A bond energy may be split between its two atoms in many ways, and each split gives its own microscopic flux. This problem asks what survives of that choice in the thermal conductivity.

The motion is classical and stationary, at temperature \(T\) in volume \(V\). \(J\) is one Cartesian component of the total heat flux, with \(\langle J\rangle=0\), and \(C_{AB}(t)=\langle A(t)B(0)\rangle\). The running integral and the Green-Kubo conductivity are

\[
K(\tau)=\int_0^\tau C_{JJ}(t)\,dt,\qquad \kappa=\frac{K(\infty)}{Vk_BT^2},
\]

with \(V\to\infty\) taken before \(\tau\to\infty\). A second flux is \(J'=J+\dot P\), where \(P\) depends on the instantaneous state. "Bounded" means here that \(\langle P^2\rangle\) is finite, stationary and proportional to \(V\); \(P\) needs no strict upper limit. \(P\) is measured from its mean, which leaves \(\dot P\) unchanged. Primes mark quantities built from \(J'\).

## (a) Long-time transport

Assume that \(K(\infty)\) exists. Compare the mean-square time integrals of the two fluxes at long times. What follows for the conductivities?

**Solution.** Let \(D(\tau)=\int_0^\tau J\,dt\). By stationarity the correlation depends on the time difference alone and is even in it. A difference \(t\) occurs with weight \(\tau-t\), once for each sign, so

\[
\frac{\langle D^2\rangle}{2\tau}=\int_0^\tau\Big(1-\frac t\tau\Big)C_{JJ}(t)\,dt=\frac1\tau\int_0^\tau K(s)\,ds .
\]

The last form follows by exchanging the order of integration. It is the time average of a function that tends to \(K(\infty)\), and has the same limit. This is the Einstein form of the conductivity.

For the second flux, \(D'=D+\Delta P\) with \(\Delta P=P(\tau)-P(0)\). Since \(|C_{PP}(\tau)|\le\langle P^2\rangle\),

\[
\langle\Delta P^2\rangle=2\langle P^2\rangle-2C_{PP}(\tau)\le4\langle P^2\rangle .
\]

Expanding \(D'^2\) and applying the Cauchy-Schwarz inequality to \(\langle D\,\Delta P\rangle\) gives

\[
\frac{|\langle D'^2\rangle-\langle D^2\rangle|}{2\tau}\le
\frac{2\sqrt{4\langle P^2\rangle\langle D^2\rangle}+4\langle P^2\rangle}{2\tau}.
\]

As \(\langle D^2\rangle\) grows like \(\tau\), the right side falls at least as fast as \(\tau^{-1/2}\). The Einstein conductivities are therefore equal. If \(K'(\tau)\) also converges, its time average has the same limit, so \(K'(\infty)=K(\infty)\).

Physically, \(\dot P\) moves energy back and forth without accumulating transport. The scaling \(\langle P^2\rangle\propto V\) matters: after division by \(V\) the bound does not depend on size, so the time needed for agreement does not grow with the sample.

## (b) Finite times

Find \(K'(\tau)-K(\tau)\), and state when the Green-Kubo integral of \(J'\) converges.

**Solution.** Stationarity gives two rules. A derivative on the later factor is \(\langle\dot P(t)B(0)\rangle=\dot C_{PB}(t)\). For the earlier factor, write \(C_{AP}(t)=\langle A(0)P(-t)\rangle\); differentiation then gives \(\langle A(t)\dot P(0)\rangle=-\dot C_{AP}(t)\). Applying both rules to the last term below,

\[
C_{J'J'}=C_{JJ}+\dot C_{PJ}-\dot C_{JP}-\ddot C_{PP}.
\]

Integrate from 0 to \(\tau\). At the lower limit \(C_{PJ}(0)=C_{JP}(0)\), and \(\dot C_{PP}(0)=\tfrac12\,d\langle P^2\rangle/dt=0\). The second step assumes that \(P\) changes continuously along a trajectory, with \(\langle\dot P^2\rangle\) finite. It fails for a \(P\) that jumps, such as the total momentum under the random velocity reversals of part (c), whose correlation \(\propto e^{-\Gamma|t|}\) has a cusp at \(t=0\). Hence

\[
K'(\tau)-K(\tau)=C_{PJ}(\tau)-C_{JP}(\tau)-\dot C_{PP}(\tau).
\]

If equilibrium is symmetric under time reversal, with \(P\) even and \(J\) odd, then \(C_{JP}(\tau)=-\langle J(-\tau)P(0)\rangle=-C_{PJ}(\tau)\), and the difference is \(2C_{PJ}-\dot C_{PP}\).

The integral of \(J'\) converges to \(K(\infty)\) when these boundary terms vanish at long times. \(C_{PP}\) itself may tend to a nonzero constant, for instance when \(P\) overlaps with the conserved energy, because only its derivative enters. If the boundary terms oscillate for ever, \(K'\) has no limit, but the Einstein form of part (a) still gives \(\kappa\).

## (c) Sharing the bond energy

A periodic chain of \(N\) atoms has spacing \(b\), alternating masses \(m_A,m_B\) and springs \(k\). With displacements \(u_i\) and velocities \(v_i\), the bond stretch is \(r_i=u_{i+1}-u_i\) and its energy is \(V_i=kr_i^2/2\). Each velocity reverses sign at random times, at rate \(\Gamma/2\); this models scattering that conserves energy but not momentum. Atom \(i\) receives the fraction \(\tfrac12+\lambda s_i\) of its two bond energies, with \(s_i=1\) on A and \(-1\) on B. Find the flux, \(P\), and the two equal-time variances.

**Solution.** The site energy is \(e_i=\tfrac12m_iv_i^2+(\tfrac12+\lambda s_i)(V_i+V_{i-1})\). The equations of motion give \(m_iv_i\dot v_i=kv_i(r_i-r_{i-1})\) and \(\dot V_i=kr_i(v_{i+1}-v_i)\). The terms of \(\dot e_i\) containing \(r_i\) are

\[
kr_i\big[(\tfrac12-\lambda s_i)v_i+(\tfrac12+\lambda s_i)v_{i+1}\big]\equiv-j_i .
\]

Those containing \(r_{i-1}\) are, using \(s_i=-s_{i-1}\),

\[
-kr_{i-1}\big[(\tfrac12+\lambda s_{i-1})v_i+(\tfrac12-\lambda s_{i-1})v_{i-1}\big]=j_{i-1}.
\]

So \(\dot e_i=j_{i-1}-j_i\), and \(j_i\) is the energy current from \(i\) to \(i+1\). A reversal changes neither \(v_i^2\) nor any stretch, so it transfers no energy. The total flux is \(J'=b\sum_ij_i\). Energies are placed at the ideal lattice sites. Subtracting the flux \(J\) for equal sharing, \(\lambda=0\),

\[
J'-J=-\lambda bk\sum_is_ir_i(v_{i+1}-v_i)=\dot P,\qquad P=-\lambda b\sum_is_iV_i .
\]

\(P\) is continuous through the reversals because it contains no velocity.

For large \(N\) the ring constraint \(\sum_ir_i=0\) can be dropped (keeping it replaces \(N\) by \(N-2\) in \(\langle P^2\rangle\) below), and the stretches are independent Gaussian variables with \(\langle r_i^2\rangle=k_BT/k\), so each \(V_i\) has variance \((k_BT)^2/2\). The means cancel between the two kinds of bond, and

\[
\langle P^2\rangle=\tfrac12N\lambda^2b^2(k_BT)^2 .
\]

This is finite and proportional to size, as required. In \(J'\) every A velocity carries the weight \(\tfrac12-\lambda\) and every B velocity \(\tfrac12+\lambda\). With \(\langle v_i^2\rangle=k_BT/m_i\),

\[
\frac{C_{J'J'}(0)}{C_{JJ}(0)}=\frac{4\left[(\frac12-\lambda)^2/m_A+(\frac12+\lambda)^2/m_B\right]}{1/m_A+1/m_B}.
\]

Giving all bond energy to A (\(\lambda=\tfrac12\)) makes this \(4m_A/(m_A+m_B)\).

## (d) The conductivity of the chain

Take \(n_c\) two-atom cells per unit volume and three equal, independent polarizations. Find \(\kappa\).

**Solution.** By part (a) any \(\lambda\) may be used if the boundary terms decay; take \(\lambda=0\).

*Effect of the reversals.* On average they damp \(v_i\) at rate \(\Gamma\) and a product \(v_iv_j\) of different atoms at rate \(2\Gamma\), but leave \(v_i^2\) alone. Damping all velocity products at \(2\Gamma\) must therefore be corrected by a source \(2\Gamma\langle v_i^2(t)J(0)\rangle\). Reflection about atom \(i\) maps the chain onto itself, keeps \(v_i^2\) and reverses \(J\), so this average is zero. Uniform damping suffices for correlations with \(J\).

*Modes.* Let \(w=\sqrt m\,u\), Fourier transformed with wavevector \(q\), and define

\[
S=2k\Big(\frac1{m_A}+\frac1{m_B}\Big),\quad d=k\Big(\frac1{m_A}-\frac1{m_B}\Big),\quad g=\frac{2k}{\sqrt{m_Am_B}} .
\]

With Pauli matrices acting on (A, B), the force matrix is \(S/2+d\sigma_z-c\sigma_x\), where \(c=g\cos qb\). Its eigenvalues are \(\omega_\pm^2=S/2\pm R\), with \(R^2=d^2+c^2\).

In \(J=-\tfrac12kb\sum r_i(v_i+v_{i+1})\) the terms \(u_{i+1}v_{i+1}-u_iv_i\) cancel around the ring. The rest is

\[
J=\frac{kb}2\sum_i(u_iv_{i+1}-u_{i+1}v_i)=\frac i2\sum_qf\,w^\dagger\sigma_x\dot w,\qquad f=gb\sin qb .
\]

Let \(F_{mn}\) be the elements of \(f\sigma_x\) between modes. Then \(F_{\pm\pm}^2=f^2c^2/R^2\) and \(F_{+-}^2=f^2d^2/R^2\). As \(J\) is real, averaging with the complex conjugate gives \(J=\frac i4\sum F_{mn}(w_m^*\dot w_n-\dot w_m^*w_n)\).

*Four equations.* For one pair of modes let \(x,y,s,p\) be the averages of \(w_m^*\dot w_n\), \(\dot w_m^*w_n\), \(w_m^*w_n\), \(\dot w_m^*\dot w_n\) at time \(t\), each multiplied by \(J(0)\). Then

\[
\begin{aligned}
\dot s&=x+y, & \dot x&=p-\omega_n^2s-\Gamma x,\\
\dot y&=p-\omega_m^2s-\Gamma y, & \dot p&=-\omega_m^2x-\omega_n^2y-2\Gamma p .
\end{aligned}
\]

Gaussian equilibrium, with \(\langle|w_m|^2\rangle=k_BT/\omega_m^2\) and \(\langle|\dot w_m|^2\rangle=k_BT\), gives \(s_0=p_0=0\), \(x_0=a/\omega_m^2\), \(y_0=-a/\omega_n^2\), where \(a=-\frac i2F_{mn}(k_BT)^2\). The opposite signs come from the minus sign between the two terms of \(J\). Because \(F\) is odd in \(q\), the contributions of \(q\) and \(-q\) add, each giving half of \(a\).

Integrate over all times, with bars for the integrals, \(\sigma=\omega_m^2+\omega_n^2\) and \(\delta=\omega_n^2-\omega_m^2\). The first and last equations give \(\bar y=-\bar x\) and \(\bar p=\delta\bar x/2\Gamma\). The sum and difference of the other two give

\[
x_0+y_0=\sigma\bar s-\frac{\delta\bar x}\Gamma,\qquad x_0-y_0=\delta\bar s+2\Gamma\bar x .
\]

Insert \(x_0+y_0=a\delta/\omega_m^2\omega_n^2\) and \(x_0-y_0=a\sigma/\omega_m^2\omega_n^2\), eliminate \(\bar s\), and use \(\sigma^2-\delta^2=4\omega_m^2\omega_n^2\):

\[
\bar x\Big(2\Gamma+\frac{\delta^2}{\Gamma\sigma}\Big)=\frac{4a}\sigma
\quad\Rightarrow\quad \bar x=\frac{4a\Gamma}{2\Gamma^2\sigma+\delta^2}.
\]

Since \(\bar x-\bar y=2\bar x\), the flux integral for one polarization is

\[
K(\infty)=(k_BT)^2\sum_q\sum_{mn}\frac{\Gamma F_{mn}^2}{2\Gamma^2\sigma+\delta^2}.
\]

*Sum over modes.* The product of the eigenvalues is \(\omega_+^2\omega_-^2=S^2/4-R^2=f^2/b^2\). The two terms with \(m=n\) give

\[
\frac{f^2c^2}{4\Gamma R^2}\,\frac{S}{\omega_+^2\omega_-^2}=\frac{b^2S}{4\Gamma}\Big(1-\frac{d^2}{R^2}\Big).
\]

The two with \(m\ne n\) have \(\sigma=S\), \(\delta^2=4R^2\). Writing \(Q=2\Gamma^2S+4R^2\), they give \(2\Gamma b^2d^2(S^2/4-R^2)/(R^2Q)\). Over the common denominator \(4\Gamma R^2Q\), the terms in \(d^2\) have the numerator

\[
b^2d^2\big[-S(2\Gamma^2S+4R^2)+2\Gamma^2S^2-8\Gamma^2R^2\big]=-4b^2d^2R^2(S+2\Gamma^2).
\]

Each wavevector thus contributes \(\frac{b^2}{\Gamma}\left[\frac S4-\frac{d^2(S+2\Gamma^2)}Q\right]\). The average of \(1/(\alpha+\beta\cos^2qb)\) over \(q\) is \(1/\sqrt{\alpha(\alpha+\beta)}\). Here \(\alpha=4d^2+2\Gamma^2S\), \(\beta=4g^2\), and \(4d^2+4g^2=S^2\), so

\[
\kappa=\frac{3k_Bn_cb^2}\Gamma\left[\frac S4-d^2\sqrt{\frac{S+2\Gamma^2}{S(4d^2+2\Gamma^2S)}}\right].
\]

For weak scattering the bracket tends to \(S/4-|d|/2=k/m_{\rm heavy}\). The same averaging shows that the \(m=n\) terms alone give this value at any \(\Gamma\). For equal masses \(d=0\), and the bracket is \(k/m\).

## (e) Numbers for a stiff semiconductor

Use \(m_A=28\) u, \(m_B=12\) u, \(k=250\) N/m, \(b=0.11\) nm, an area of 0.095 nm² per chain, \(T=500\) K and \(1/\Gamma=2\) ps. Compare \(\lambda=0\) with \(\lambda=\tfrac12\).

**Solution.** The cell density is \(n_c=1/(2\times0.11\times0.095)=47.8\) nm⁻³. The weak-scattering form gives

\[
\kappa\simeq\frac{3k_Bn_cb^2k}{\Gamma m_A}=257.9\ \mathrm{W/(m\,K)},
\]

and the full formula changes this by only 0.006 W/(m K). The variance ratio is \(4\times28/40=2.8\). With \(k_BT=43.1\) meV, the rms value of \(P\) is \(\tfrac12\times0.11\times43.1/\sqrt2=1.68\) meV nm times \(\sqrt N\).

The time dependence follows from numerical diagonalization of the damped equations at 1200 wavevectors. Autocorrelations are in units of \(C_{JJ}(0)\):

| \(t\) (ps) | \(\lambda=0\) | \(\lambda=1/2\) |
|---:|---:|---:|
| 0 | 1.000 | 2.800 |
| 0.01 | 0.782 | 0.100 |
| 0.05 | 0.425 | 0.929 |
| 0.20 | 0.601 | 0.687 |
| 1.00 | 0.375 | 0.314 |

The running conductivities \(K/(Vk_BT^2)\), for three polarizations and in W/(m K), are:

| \(\tau\) (ps) | \(\lambda=0\) | \(\lambda=1/2\) |
|---:|---:|---:|
| 0.01 | 1.97 | 3.67 |
| 0.05 | 6.31 | 6.07 |
| 0.20 | 24.27 | 24.38 |
| 2 | 163.00 | 163.03 |
| 20 | 257.87 | 257.87 |

The curves cross, and at 0.2 ps they differ by 0.103 W/(m K), which is the boundary term of part (b). Integrated to infinity, both fluxes give 257.88 W/(m K).

The slow rise has a simple source. For \(m=n\), subtracting the equations for \(x\) and \(y\) gives \(x-y\propto e^{-\Gamma t}\), so nearly all of \(\kappa\) builds up as \(1-e^{-\Gamma\tau}\). The Einstein form, being a time average, then lags by about \(\kappa/(\Gamma\tau)\): at 1000 ps this is 0.52, and both fluxes give 257.36. At 10 ps both give 206.7; they differ by 0.002, while part (a) guarantees only a difference below 1.0.

The parameters are in the rough regime of silicon carbide, used in power devices. The highest model frequency, 30.1 THz, and the sound speed, 9.5 km/s, are of the right size. Good crystals conduct a few hundred W/(m K) at room temperature and less when hot, but the closeness of 258 reflects the chosen 2 ps and is no prediction. The largest structural fault is that chains carry heat along one axis: averaging over directions alone divides the result by three, to 86, and weighting the same dispersion by \(q^2\), as in an isotropic solid with a spherical zone, lowers it further to 52. Other effects, each with the remaining parameters fixed, are:

- Quantum mode heat capacities multiply \(\kappa\) by 0.91 at 500 K and 0.81 at 300 K with the mode counting of the chain; with \(q^2\) weighting the factors are 0.84 and 0.66.
- Scattering proportional to \(T\) would raise the classical value to 430 W/(m K) at 300 K.
- Optical modes carry 9% of the within-branch heat flow in the chain (17% with \(q^2\) weighting), so a different optical lifetime would affect that part.
- A path of \(9.5\times2=19\) nm gives a rough reduction factor \(1/(1+19/100)=0.84\) in a 100 nm film. This rests on a single lifetime; real crystals have a broad spread of paths, and the long ones are cut more strongly.
- The rms bond stretch is 4.8% of the spacing, which sets the order of size of the term \(\sum_ir_ij_i\) dropped by setting each bond length to \(b\) in the flux. That term is odd under reversal of all \(u_i\) and \(v_i\) while \(J\) is even, so it changes \(\kappa\) only at second order, by a few tenths of a percent. The displacement of an atom from its ideal site, measured relative to the centre of mass, is larger in a long chain and grows as \(\sqrt N\). Placing energies at the real positions adds \(\sum_ie_iv_i+\sum_ir_ij_i\) to the flux. Its part linear in the velocities is \(\langle e\rangle\sum_iv_i\), a term of the kind treated in part (f). With three polarizations \(\langle e\rangle=3k_BT\), and the term is worth 4.9 W/(m K) in this model, about 2% of \(\kappa\); for a single polarization, \(\langle e\rangle=k_BT\), it is 0.55.
- Electrons at an assumed 100 S/cm add 0.12 W/(m K) by the Wiedemann-Franz law with the degenerate Lorenz number. Such carriers in silicon carbide at 500 K are nondegenerate or only weakly degenerate, depending on their mobility. Nondegenerate Lorenz numbers from \(2\) to \(4\,(k_B/e)^2\), set by the scattering mechanism, give between 0.07 and 0.15 W/(m K).

## (f) A derivative that does change the answer

Add \(h\sum_iv_i\) to \(J\) along the chain, with constant \(h\). It is the time derivative of \(h\sum_iu_i\). Does \(\kappa\) change?

**Solution.** Reversing the signs of all \(u_i\) and \(v_i\) keeps \(J\) but reverses the added term, so cross correlations vanish. The added part needs

\[
\int_0^\infty\Big\langle\sum_iv_i(t)\sum_jv_j(0)\Big\rangle dt .
\]

The inner integral is the mean total displacement that follows a given initial state. Internal vibrations die out, while the centre-of-mass velocity \(v_c\) decays as \(e^{-\Gamma t}\), so every atom ends displaced by \(v_c(0)/\Gamma\), apart from terms in the initial positions, which are uncorrelated with velocity. With mean mass \(\bar m\), \(\langle v_c\sum_jv_j\rangle=k_BT/\bar m\), and the integral is \(Nk_BT/(\bar m\Gamma)\). For atom density \(n=2n_c\),

\[
\Delta\kappa=\frac{h^2n}{\bar m\Gamma T}.
\]

For \(h=0.5\) eV this is 74 W/(m K). The theorem does not apply because the random reversals let the whole chain diffuse, so \(\langle(\sum_iu_i)^2\rangle\) grows without limit. If each atom is tethered to its site by a spring, the sum has a finite stationary variance and, by part (a), the same addition contributes nothing. Being a time derivative is not enough. Boundedness in the sense used here is sufficient, though not necessary: the inequality of part (a) needs only \(\langle\Delta P^2\rangle/(V\tau)\to0\). For \(P=\sum_ih_iu_i\) with \(h_i=\pm h\) of random sign, \(\langle P^2\rangle/V\) grows with the size of the free chain even when the diffusing centre of mass is removed, yet the added running conductivity falls to zero as \(\tau^{-1/2}\).
